**Induction heating depth in planar graphite**

In a thick planar conductor, the share of absorbed power deposited down to depth $x$ is $1-e^{-2x/\delta}$, where $\delta=\sqrt{2\rho/(\omega\mu_0)}$, $\rho$ is the resistivity, $\omega$ the angular frequency and $\mu_0$ the magnetic constant. The program asserts that this share, the current profile and the total power agree with a finite-difference solution of the field equation. It also integrates the diffusion equation in real time, without complex amplitudes, and asserts that the cycle-averaged 90 percent depth agrees with the formula. Further assertions cover finite thickness, changed resistivity, a cylindrical block, a coil pattern solved in two dimensions, and the interior temperature rise. For $\rho=10^{-5}\ \Omega\,\mathrm{m}$ at 10 kHz, the output gives a skin depth of 15.92 mm and a 90 percent depth of 18.32 mm. The 90 percent depth falls to 8.98 mm in a 10 mm slab with zero field behind it, and to 17.22 mm in a thick block under a coil pattern of period 200 mm.

## Check in Python

```python
"""Depth of induction heating in a thick planar graphite susceptor.

Result under test: the share of absorbed power deposited between the surface
and depth x is 1 - exp(-2 x/delta), so 90 percent lies within
x90 = (delta/2) ln 10, where delta = sqrt(2 rho/(omega mu0)).
rho: resistivity, omega: angular frequency, H0: peak tangential surface field,
J: current density, x: depth. Phasors carry exp(i omega t).
Lengths are in metres inside the program and in mm in the printed output.
"""
import numpy as np
from scipy.constants import mu_0, epsilon_0, sigma
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

rho = 1e-5
frequency = 1e4
omega = 2 * np.pi * frequency
temperature = 1300.0
emissivity = 0.85
conductivity = 50.0
block_thickness = 0.080


def skin_depth(resistivity):
    return np.sqrt(2 * resistivity / (omega * mu_0))


def solve_block(thickness, resistivity=rho, field=1.0, radius=None, n=4000):
    """Finite-difference field with H = field in front and H = 0 at the back.

    With a radius given, solves a cylinder in an axial field instead.
    Returns nodes, cell centres, current density, and cumulative power per
    unit of front surface area.
    """
    nodes = np.linspace(0, thickness, n + 1)
    h = thickness / n
    centres = nodes[:-1] + h / 2
    if radius is None:
        w_node, w_cell = np.ones(n + 1), np.ones(n)
    else:
        w_node, w_cell = 1 - nodes / radius, 1 - centres / radius
    bands = np.zeros((3, n - 1), dtype=complex)
    bands[0, 1:] = w_cell[1:-1]
    bands[2, :-1] = w_cell[1:-1]
    bands[1] = (-(w_cell[:-1] + w_cell[1:])
                - 1j * omega * mu_0 / resistivity * h**2 * w_node[1:-1])
    rhs = np.zeros(n - 1, dtype=complex)
    rhs[0] = -w_cell[0] * field
    H = np.concatenate(([field], solve_banded((1, 1), bands, rhs), [0]))
    J = -np.diff(H) / h
    cell_power = w_cell * resistivity * np.abs(J)**2 / 2 * h
    return nodes, centres, J, np.concatenate(([0], np.cumsum(cell_power)))


def depth90(nodes, cumulative):
    return np.interp(0.9, cumulative / cumulative[-1], nodes)


delta = skin_depth(rho)
x90 = delta / 2 * np.log(10)

# Absorbed flux needed to balance radiation, and the field that supplies it.
flux = emissivity * sigma * temperature**4
H0 = np.sqrt(2 * delta * flux / rho)
J0 = np.sqrt(2) * H0 / delta

# Phasor solution: current profile, total power and depth shares.
nodes, centres, J, cumulative = solve_block(0.25, field=H0)
assert np.max(np.abs(np.abs(J) - J0 * np.exp(-centres / delta))) < 1e-4 * J0
assert abs(cumulative[-1] / flux - 1) < 1e-4
share_numeric = cumulative / cumulative[-1]
assert np.max(np.abs(share_numeric - (1 - np.exp(-2 * nodes / delta)))) < 1e-4
assert abs(depth90(nodes, cumulative) / x90 - 1) < 1e-3
field_depth = delta * np.log(10)
share_field_depth = np.interp(field_depth, nodes, share_numeric)
assert abs(share_field_depth - 0.99) < 1e-4

# Real-time diffusion from a field-free start, averaged over the last cycle.
n_t, thickness_t, steps, cycles = 400, 0.16, 200, 20
h_t = thickness_t / n_t
dt = 1 / (frequency * steps)
c = rho / mu_0 * dt / (2 * h_t**2)
laplacian = (np.diag(-2 * np.ones(n_t - 1))
             + np.diag(np.ones(n_t - 2), 1) + np.diag(np.ones(n_t - 2), -1))
unit = np.eye(n_t - 1)
inverse = np.linalg.inv(unit - c * laplacian)
propagator = inverse @ (unit + c * laplacian)
drive = c * inverse[:, 0]
H_inside = np.zeros(n_t - 1)
power_time = np.zeros(n_t)
for step in range(steps * cycles):
    old = np.sin(omega * step * dt)
    new = np.sin(omega * (step + 1) * dt)
    H_inside = propagator @ H_inside + drive * (old + new)
    if step >= steps * (cycles - 1):
        J_now = -np.diff(np.concatenate(([new], H_inside, [0]))) / h_t
        power_time += rho * J_now**2 * h_t / steps
x90_time = depth90(np.linspace(0, thickness_t, n_t + 1),
                   np.concatenate(([0], np.cumsum(power_time))))
assert abs(x90_time / x90 - 1) < 5e-3  # grid error and residual transient


# Finite thickness: closed-form share against the numerical field.
def slab_share(x, d):
    def F(s):
        return np.sinh(2 * s / delta) + np.sin(2 * s / delta)
    return 1 - F(d - x) / F(d)


slab_depths = {}
for d in (0.010, 0.020, 0.040, 0.060, block_thickness):
    xs, _, _, cum = solve_block(d)
    assert np.max(np.abs(cum / cum[-1] - slab_share(xs, d))) < 1e-4
    slab_depths[d] = brentq(lambda x: slab_share(x, d) - 0.9, 0, d)
    assert abs(depth90(xs, cum) / slab_depths[d] - 1) < 1e-3
assert abs(slab_depths[0.060] / x90 - 1) < 0.01
assert abs(slab_depths[block_thickness] / x90 - 1) < 0.002
assert slab_depths[0.010] < 0.6 * x90

# Resistivity changed by 20 percent either way.
rho_depths = {}
for factor in (0.8, 1.2):
    xs, _, _, cum = solve_block(0.25, resistivity=factor * rho)
    rho_depths[factor] = depth90(xs, cum)
    assert abs(rho_depths[factor] / (x90 * np.sqrt(factor)) - 1) < 1e-3

# Solid cylinder in an axial field: size of the curvature effect.
cylinder_radius = 0.150
xs, _, _, cum = solve_block(cylinder_radius, radius=cylinder_radius)
x90_cylinder = depth90(xs, cum)
assert abs(x90_cylinder / x90 - 1) < 0.01

# Coil pattern periodic along the surface: two-dimensional electric field.
period = 0.200
k = 2 * np.pi / period
x90_pattern = np.log(10) / (2 * np.sqrt(k**2 + 2j / delta**2).real)
nx, nz, depth_2d = 240, 40, 0.120
hx, hz = depth_2d / nx, period / 2 / nz
z = (np.arange(nz) + 0.5) * hz
Lx = diags([np.ones(nx - 2), -2 * np.ones(nx - 1), np.ones(nx - 2)],
           [-1, 0, 1]) / hx**2
z_diagonal = -2 * np.ones(nz)
z_diagonal[[0, -1]] = -1
Lz = diags([np.ones(nz - 1), z_diagonal, np.ones(nz - 1)],
           [-1, 0, 1]) / hz**2
operator = (kron(Lx, identity(nz)) + kron(identity(nx - 1), Lz)
            - 1j * omega * mu_0 / rho * identity((nx - 1) * nz))
source = np.zeros((nx - 1) * nz, dtype=complex)
source[:nz] = -np.cos(k * z) / hx**2
E = spsolve(operator.tocsc(), source).reshape(nx - 1, nz)
E = np.vstack((np.cos(k * z), E, np.zeros(nz)))
profile = np.sum(np.abs(E)**2, axis=1)
cum_2d = np.concatenate(([0], np.cumsum((profile[1:] + profile[:-1]) / 2)))
x90_2d = depth90(np.linspace(0, depth_2d, nx + 1), cum_2d)
assert abs(x90_2d / x90_pattern - 1) < 3e-3  # finite grid spacing
assert x90_2d < x90

# Interior temperature rise when all heat leaves through the front surface.
temperature_rise = flux * delta / (2 * conductivity)
returning_flux = cumulative[-1] - cumulative
rise_numeric = np.sum((returning_flux[1:] + returning_flux[:-1]) / 2
                      * np.diff(nodes)) / conductivity
assert abs(rise_numeric / temperature_rise - 1) < 1e-3

displacement_ratio = omega * epsilon_0 * rho
assert displacement_ratio < 1e-9

print(f"resistivity: {rho:.1e} ohm m")
print(f"frequency: {frequency / 1e3:.0f} kHz")
print(f"angular frequency: {omega:.4e} rad/s")
print(f"magnetic constant mu0: {mu_0:.4e} H/m")
print(f"skin depth: {delta * 1e3:.2f} mm")
print(f"90 percent depth, formula: {x90 * 1e3:.2f} mm")
print(f"90 percent depth, phasor grid: "
      f"{depth90(nodes, cumulative) * 1e3:.2f} mm")
print(f"90 percent depth, real-time grid: {x90_time * 1e3:.2f} mm")
for x in (0.005, 0.010, delta, 0.018, 0.030):
    print(f"share within {x * 1e3:.1f} mm: "
          f"{100 * (1 - np.exp(-2 * x / delta)):.1f} percent")
print(f"depth where field is 10 percent: {field_depth * 1e3:.2f} mm")
print(f"power share within that depth: {100 * share_field_depth:.1f} percent")
print(f"surface temperature: {temperature:.0f} K")
print(f"emissivity: {emissivity:.2f}")
print(f"thermal conductivity: {conductivity:.0f} W/(m K)")
print(f"block thickness: {block_thickness * 1e3:.0f} mm")
print(f"thickness / skin depth: {block_thickness / delta:.2f}")
print(f"absorbed flux: {flux / 1e4:.2f} W/cm2")
print(f"peak surface field H0: {H0 / 1e3:.2f} kA/m")
print(f"peak surface flux density: {mu_0 * H0 * 1e3:.1f} mT")
print(f"peak surface current density: {J0 / 1e4:.0f} A/cm2")
print(f"interior temperature rise: {temperature_rise:.1f} K")
for d, value in slab_depths.items():
    print(f"90 percent depth, {d * 1e3:.0f} mm slab: {value * 1e3:.2f} mm")
for factor, value in rho_depths.items():
    print(f"90 percent depth, resistivity x {factor:.1f}: "
          f"{value * 1e3:.2f} mm")
print(f"cylinder radius: {cylinder_radius * 1e3:.0f} mm")
print(f"90 percent depth, cylinder: {x90_cylinder * 1e3:.2f} mm")
print(f"coil pattern period: {period * 1e3:.0f} mm")
print(f"90 percent depth, pattern formula: {x90_pattern * 1e3:.2f} mm")
print(f"90 percent depth, pattern 2D grid: {x90_2d * 1e3:.2f} mm")
print(f"displacement / conduction current: {displacement_ratio:.1e}")
print("all assertions hold")
```

Printed output:

```
resistivity: 1.0e-05 ohm m
frequency: 10 kHz
angular frequency: 6.2832e+04 rad/s
magnetic constant mu0: 1.2566e-06 H/m
skin depth: 15.92 mm
90 percent depth, formula: 18.32 mm
90 percent depth, phasor grid: 18.32 mm
90 percent depth, real-time grid: 18.32 mm
share within 5.0 mm: 46.7 percent
share within 10.0 mm: 71.5 percent
share within 15.9 mm: 86.5 percent
share within 18.0 mm: 89.6 percent
share within 30.0 mm: 97.7 percent
depth where field is 10 percent: 36.65 mm
power share within that depth: 99.0 percent
surface temperature: 1300 K
emissivity: 0.85
thermal conductivity: 50 W/(m K)
block thickness: 80 mm
thickness / skin depth: 5.03
absorbed flux: 13.77 W/cm2
peak surface field H0: 20.93 kA/m
peak surface flux density: 26.3 mT
peak surface current density: 186 A/cm2
interior temperature rise: 21.9 K
90 percent depth, 10 mm slab: 8.98 mm
90 percent depth, 20 mm slab: 17.33 mm
90 percent depth, 40 mm slab: 18.90 mm
90 percent depth, 60 mm slab: 18.24 mm
90 percent depth, 80 mm slab: 18.33 mm
90 percent depth, resistivity x 0.8: 16.39 mm
90 percent depth, resistivity x 1.2: 20.07 mm
cylinder radius: 150 mm
90 percent depth, cylinder: 18.27 mm
coil pattern period: 200 mm
90 percent depth, pattern formula: 17.22 mm
90 percent depth, pattern 2D grid: 17.22 mm
displacement / conduction current: 5.6e-12
all assertions hold
```
